**Darwin energy against the l → 0 limit of spin-orbit coupling**

For a central potential energy $V(r)$ in Hartree atomic units, the $l\to0$ limit of the $j=l+\tfrac12$ spin-orbit energy is $Z_0R(0)^2/(8c^2)$, where $Z_0$ is the limit of $r^2V'$ at the origin and $R$ is the s-state radial function. The Darwin energy is $[Z_0R(0)^2+\langle q\rangle]/(8c^2)$, where $q$ is the Laplacian of $V$ away from the origin. The program solves the radial equation by finite elements at $l=0$ and at small real $l$, and asserts both formulas for a Coulomb potential, a Yukawa potential and a uniformly charged nucleus. It also asserts that the $1/c^2$ shift of the Dirac s state equals the mass term plus the Darwin energy, and that the spin-orbit limit fails in that place for the Yukawa potential and the finite nucleus. The output shows agreement at 26.63 microhartree for Coulomb, 19.12 against 20.00 for Yukawa with $\mu=0.5$ per bohr, and 26.07 against zero for a nucleus of radius 0.01 bohr. Further assertions cover the two orders of the limits $l\to0$ and nuclear radius → 0, and the non-zero Darwin energy of a Yukawa p state. A last case shows one state of a non-Coulomb potential in which the two energies agree by accident.

## Numerical verification

```python
"""
Result under test (Hartree atomic units, central potential energy V(r)):
the l -> 0 limit of the spin-orbit energy for j = l + 1/2 is
    Z0 * R(0)^2 / (8 c^2),   Z0 = limit of r^2 V'(r) at r = 0,
which is only the point-source part of the Darwin energy
    <Laplacian V> / (8 c^2) = [Z0 * R(0)^2 + <q>] / (8 c^2),
where q is the regular part of the Laplacian of V.
They agree for Coulomb, and differ for Yukawa and for a finite nucleus.
The radial function is R = r^l f(r), with l any real number >= 0.
"Coefficient" below means an energy multiplied by c^2.
"""
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import fine_structure, physical_constants
from scipy.optimize import brentq
from scipy.special import roots_jacobi

C_LIGHT = 1.0 / fine_structure
MICRO = 1e6 / C_LIGHT**2          # coefficient -> microhartree
GHZ = physical_constants["hartree-hertz relationship"][0] * 1e-15
DEGREE, NQUAD = 10, 24


@lru_cache(maxsize=None)
def build(l, anchor):
    """Finite elements on a geometric mesh that has 'anchor' as a breakpoint."""
    k_low = int(np.ceil(np.log2(1e-7 / anchor)))
    k_high = int(np.ceil(np.log2(80.0 / anchor)))
    breaks = np.concatenate(([0.0], anchor * 2.0**np.arange(k_low, k_high + 1)))
    ref = -np.cos(np.pi * np.arange(DEGREE + 1) / DEGREE)
    to_coef = np.linalg.inv(leg.legvander(ref, DEGREE))
    d_coef = leg.legder(to_coef, axis=0)
    n_el = len(breaks) - 1
    n_nodes = n_el * DEGREE + 1
    B = np.zeros((n_el * NQUAD, n_nodes))
    D = np.zeros_like(B)
    r_all, w_all = np.zeros(n_el * NQUAD), np.zeros(n_el * NQUAD)
    nodes = np.zeros(n_nodes)
    for e in range(n_el):
        a, b = breaks[e], breaks[e + 1]
        half = (b - a) / 2
        # the first element needs a rule for the endpoint power r^(2l-1)
        power = 2 * l - 1 if (e == 0 and l > 0) else 0.0
        x, w = roots_jacobi(NQUAD, 0.0, power)
        r = a + half * (1 + x)
        if power != 0.0:
            w = w * half**(power + 1) / r**power
        else:
            w = w * half
        rows = slice(e * NQUAD, (e + 1) * NQUAD)
        cols = slice(e * DEGREE, (e + 1) * DEGREE + 1)
        B[rows, cols] = leg.legvander(x, DEGREE) @ to_coef
        D[rows, cols] = leg.legvander(x, DEGREE - 1) @ d_coef / half
        r_all[rows], w_all[rows] = r, w
        nodes[cols] = a + half * (1 + ref)
    # the function vanishes at the outer edge: drop the last node
    return r_all, w_all, B[:, :-1].copy(), D[:, :-1].copy(), nodes[:-1]


def ground_guess(r):
    return np.exp(-r)


def solve(pot, l=0.0, guess=ground_guess, c=None):
    """Schroedinger state for real l; if c is given, Dirac state kappa = -1."""
    r, w, B, D, nodes = build(l, pot.anchor)
    weight = w * r**(2 * l + 2)
    V = pot.V(r)
    S = (B.T * weight) @ B
    U = (B.T * (weight * V)) @ B
    K0 = 0.5 * (D.T * weight) @ D

    def hamiltonian(energy):
        if c is None:
            return K0 + U
        factor = 2 * c**2 / (2 * c**2 + energy - V)
        return 0.5 * (D.T * (weight * factor)) @ D + U

    scale = 1 / np.sqrt(np.diag(K0))
    x = guess(nodes)
    H = hamiltonian(0.0)
    energy = (x @ H @ x) / (x @ S @ x)
    for _ in range(8):
        H = hamiltonian(energy)
        A = (H - (energy - 1e-3) * S) * scale[:, None] * scale[None, :]
        x = scale * np.linalg.solve(A, scale * (S @ x))
        x = x / np.sqrt(x @ S @ x)
        energy = x @ H @ x
    return SimpleNamespace(E=energy, l=l, r=r, w=w, f=B @ x, df=D @ x,
                           f0sq=x[0]**2, pot=pot)


def mean(s, values):
    return np.sum(s.w * s.r**(2 * s.l + 2) * s.f**2 * values)


def spin_orbit(s):
    """Coefficient of the j = l + 1/2 spin-orbit energy."""
    return s.l / 4 * mean(s, s.pot.dV(s.r) / s.r)


def darwin_gradient(s):
    """Darwin coefficient from -(1/8) integral grad V . grad |psi|^2."""
    slope = s.r**(2 * s.l) * (2 * s.f * s.df + 2 * s.l * s.f**2 / s.r)
    return -np.sum(s.w * s.r**2 * s.pot.dV(s.r) * slope) / 8


def darwin_source(s):
    """Darwin coefficient from the point source and the regular source q."""
    point = s.pot.Z0 * s.f0sq if s.l == 0 else 0.0
    return (point + mean(s, s.pot.q(s.r))) / 8


def limit_l0(pot, quantity, guess=ground_guess):
    """Quadratic extrapolation to l = 0 from three small positive l."""
    values = [quantity(solve(pot, l, guess)) for l in (0.001, 0.002, 0.004)]
    return np.dot([8 / 3, -2.0, 1 / 3], values)


def coulomb():
    return SimpleNamespace(V=lambda r: -1 / r, dV=lambda r: 1 / r**2,
                           q=lambda r: 0 * r, Z0=1.0, anchor=1.0)


def yukawa(mu):
    return SimpleNamespace(
        V=lambda r: -np.exp(-mu * r) / r,
        dV=lambda r: np.exp(-mu * r) * (1 + mu * r) / r**2,
        q=lambda r: -mu**2 * np.exp(-mu * r) / r, Z0=1.0, anchor=1.0)


def sphere(a):
    return SimpleNamespace(
        V=lambda r: np.where(r < a, -(3 - (r / a)**2) / (2 * a), -1 / r),
        dV=lambda r: np.where(r < a, r / a**3, 1 / r**2),
        q=lambda r: np.where(r < a, 3 / a**3, 0.0), Z0=0.0, anchor=a)


def bumped(k, strength=0.1):
    return SimpleNamespace(
        V=lambda r: -1 / r + strength * r * np.exp(-k * r),
        dV=lambda r: 1 / r**2 + strength * (1 - k * r) * np.exp(-k * r),
        q=lambda r: strength * (2 / r - 4 * k + k**2 * r) * np.exp(-k * r),
        Z0=1.0, anchor=1.0)


MU, RADIUS = 0.5, 0.01
print(f"speed of light c = {C_LIGHT:.6f} a.u.; Z = 1")
print(f"1 microhartree = {GHZ:.6f} GHz")
print(f"Yukawa mu = {MU} 1/bohr; nuclear radius a = {RADIUS} bohr")

# Coulomb closed forms: a true 2p state, and the limits for 1s and 2s
p_state = solve(coulomb(), 1.0, lambda r: np.exp(-r / 2))
assert abs(spin_orbit(p_state) - 1 / (4 * 8 * 1.5 * 2)) < 1e-8
assert abs(darwin_gradient(p_state)) < 1e-8


def guess_2s(r):
    return (1 - r / 2) * np.exp(-r / 2)


s2 = solve(coulomb(), 0.0, guess_2s)
so_2s = limit_l0(coulomb(), spin_orbit, guess_2s)
assert abs(s2.E + 1 / 8) < 1e-9
assert abs(darwin_gradient(s2) - 1 / 16) < 1e-7
assert abs(so_2s - 1 / 16) < 1e-5
print(f"Coulomb 2p3/2 spin-orbit = {spin_orbit(p_state)*MICRO:.4f} microhartree")
print(f"Coulomb 2s Darwin = {darwin_gradient(s2)*MICRO:.4f} microhartree")
print(f"Coulomb 2s spin-orbit limit = {so_2s*MICRO:.4f} microhartree")

# Ground states of the three potentials, and the Dirac equation as judge
c_big = 10 * C_LIGHT
results = {}
for name, pot in (("Coulomb", coulomb()), ("Yukawa", yukawa(MU)),
                  ("Nucleus", sphere(RADIUS))):
    s = solve(pot)
    dar = darwin_gradient(s)
    so = limit_l0(pot, spin_orbit)
    dar_lim = limit_l0(pot, darwin_source)
    assert abs(dar - darwin_source(s)) < 1e-7
    assert abs(so - pot.Z0 * s.f0sq / 8) < 1e-5
    assert abs(dar_lim + so - dar) < 1e-5
    mass = -mean(s, (s.E - pot.V(s.r))**2) / 2
    dirac = solve(pot, c=c_big)
    shift = c_big**2 * (dirac.E - s.E)
    assert abs(shift - (mass + dar)) < 5e-4
    if name == "Coulomb":
        exact = -1 / (1 + np.sqrt(1 - 1 / c_big**2))
        assert abs(c_big**2 * (dirac.E - exact)) < 1e-4
        assert abs(dar - 0.5) < 1e-7 and abs(so - dar) < 1e-5
    else:
        assert abs(shift - (mass + so)) > 1e-2
    results[name] = (s, dar, so)
    print(f"{name} 1s: E = {s.E:.6f} hartree, R(0)^2 = {s.f0sq:.5f} bohr^-3")
    print(f"  Darwin = {dar*MICRO:.4f} microhartree")
    print(f"  spin-orbit, l->0 = {abs(so)*MICRO:.4f} microhartree")
    print(f"  Darwin, l->0 from l>0 = {dar_lim*MICRO:.4f} microhartree")
    print(f"  Dirac shift * c^2 (c x 10) = {shift:.5f} a.u.")
    print(f"  mass term * c^2 = {mass:.5f} a.u.")
    print(f"  mass + Darwin = {mass+dar:.5f} a.u.")
    print(f"  mass + spin-orbit limit = {mass+so:.5f} a.u.")

# Yukawa: the mismatch is mu^2 <V> / 8
s, dar, so = results["Yukawa"]
mean_V = mean(s, s.pot.V(s.r))
gap = dar - so
assert abs(gap - MU**2 * mean_V / 8) < 1e-5 and gap < -1e-3
print(f"Yukawa <V> = {mean_V:.6f} hartree")
print(f"Yukawa Darwin - limit = {gap*MICRO:.4f} microhartree")
print(f"  the same = {gap*MICRO*GHZ:.3f} GHz")
print(f"  relative to Darwin = {100*gap/dar:.2f} percent")

# Finite nucleus: <V'/r> is finite at l = 0, so the limit vanishes
s, dar, so = results["Nucleus"]
assert abs(so) < 1e-5 and dar > 0.4
inv = mean(s, s.pot.dV(s.r) / s.r)
assert np.isfinite(inv)
print(f"Nucleus <V'/r> at l=0 = {inv:.4f} a.u.")
print(f"Nucleus Darwin - limit = {(dar-so)*MICRO:.3f} microhartree")
print(f"  the same = {(dar-so)*MICRO*GHZ:.2f} GHz")
print(f"  Darwin / point-nucleus Darwin = {dar/results['Coulomb'][1]:.5f}")

# Two orders of limits for the spin-orbit energy
print("Spin-orbit in microhartree: l, point, nucleus a = 0.01 bohr")
column = []
for l in (0.1, 0.01, 0.001):
    point = spin_orbit(solve(coulomb(), l))
    finite = spin_orbit(solve(sphere(RADIUS), l))
    assert abs(point - 1 / (4 * (l + 1)**4 * (l + 0.5))) < 1e-7
    column.append(finite)
    print(f"  {l:5.3f}  {point*MICRO:8.4f}  {finite*MICRO:8.4f}")
assert column[0] > column[1] > column[2]
print("Spin-orbit in microhartree at l = 0.1: radius in bohr, value")
l = 0.1
point_state = solve(coulomb(), l)
point = spin_orbit(point_state)
deficits = []
for a in (1e-2, 1e-4, 1e-6):
    finite = spin_orbit(solve(sphere(a), l))
    deficits.append(point - finite)
    predicted = point_state.f0sq / 8 * 3 / (2 * l + 3) * a**(2 * l)
    if a < 1e-3:
        assert abs(deficits[-1] / predicted - 1) < 2e-3
    print(f"  {a:.0e}  {finite*MICRO:8.4f}")
assert deficits[0] > deficits[1] > deficits[2] > 0

# The Darwin term also acts in a Yukawa p state
p_yuk = solve(yukawa(0.1), 1.0, lambda r: np.exp(-r / 2))
p_dar = darwin_gradient(p_yuk)
assert p_yuk.E < 0 and abs(p_dar - darwin_source(p_yuk)) < 1e-8
assert p_dar < -1e-5
print(f"Yukawa mu = 0.1, 2p: E = {p_yuk.E:.6f} hartree")
print(f"  Darwin = {p_dar*MICRO:.5f} microhartree")
print(f"  spin-orbit j=3/2 = {spin_orbit(p_yuk)*MICRO:.5f} microhartree")


# Accidental agreement in one state of a potential that is not Coulomb
def regular_source(k):
    state = solve(bumped(k))
    return mean(state, state.pot.q(state.r))


k_root = brentq(regular_source, 0.7, 1.4, xtol=1e-10)
acc = solve(bumped(k_root))
acc_dar = darwin_gradient(acc)
acc_so = limit_l0(bumped(k_root), spin_orbit)
assert abs(acc_dar - acc_so) < 1e-5
assert np.ptp(acc.pot.q(np.array([0.2, 1.0, 5.0]))) > 1e-2
print(f"Accidental case: k = {k_root:.6f} 1/bohr, E = {acc.E:.6f} hartree")
print(f"  Darwin = {acc_dar*MICRO:.4f} microhartree")
print(f"  spin-orbit limit = {acc_so*MICRO:.4f} microhartree")
print("tests ok")
```

It prints:

```
speed of light c = 137.035999 a.u.; Z = 1
1 microhartree = 6.579684 GHz
Yukawa mu = 0.5 1/bohr; nuclear radius a = 0.01 bohr
Coulomb 2p3/2 spin-orbit = 0.5547 microhartree
Coulomb 2s Darwin = 3.3282 microhartree
Coulomb 2s spin-orbit limit = 3.3282 microhartree
Coulomb 1s: E = -0.500000 hartree, R(0)^2 = 4.00000 bohr^-3
  Darwin = 26.6257 microhartree
  spin-orbit, l->0 = 26.6257 microhartree
  Darwin, l->0 from l>0 = 0.0000 microhartree
  Dirac shift * c^2 (c x 10) = -0.12500 a.u.
  mass term * c^2 = -0.62500 a.u.
  mass + Darwin = -0.12500 a.u.
  mass + spin-orbit limit = -0.12500 a.u.
Yukawa 1s: E = -0.148117 hartree, R(0)^2 = 3.00398 bohr^-3
  Darwin = 19.1199 microhartree
  spin-orbit, l->0 = 19.9957 microhartree
  Darwin, l->0 from l>0 = -0.8758 microhartree
  Dirac shift * c^2 (c x 10) = -0.08532 a.u.
  mass term * c^2 = -0.44437 a.u.
  mass + Darwin = -0.08532 a.u.
  mass + spin-orbit limit = -0.06887 a.u.
Nucleus 1s: E = -0.499961 hartree, R(0)^2 = 3.93872 bohr^-3
  Darwin = 26.0726 microhartree
  spin-orbit, l->0 = 0.0001 microhartree
  Darwin, l->0 from l>0 = 26.0725 microhartree
  Dirac shift * c^2 (c x 10) = -0.12479 a.u.
  mass term * c^2 = -0.61440 a.u.
  mass + Darwin = -0.12479 a.u.
  mass + spin-orbit limit = -0.61440 a.u.
Yukawa <V> = -0.526289 hartree
Yukawa Darwin - limit = -0.8758 microhartree
  the same = -5.762 GHz
  relative to Darwin = -4.58 percent
Nucleus <V'/r> at l=0 = 14.7060 a.u.
Nucleus Darwin - limit = 26.073 microhartree
  the same = 171.55 GHz
  Darwin / point-nucleus Darwin = 0.97923
Spin-orbit in microhartree: l, point, nucleus a = 0.01 bohr
  0.100   15.1547    8.2216
  0.010   25.0851    1.7900
  0.001   26.4665    0.1940
Spin-orbit in microhartree at l = 0.1: radius in bohr, value
  1e-02    8.2216
  1e-04   12.3909
  1e-06   14.0544
Yukawa mu = 0.1, 2p: E = -0.046534 hartree
  Darwin = -0.01015 microhartree
  spin-orbit j=3/2 = 0.44187 microhartree
Accidental case: k = 0.997890 1/bohr, E = -0.470387 hartree
  Darwin = 26.2308 microhartree
  spin-orbit limit = 26.2307 microhartree
tests ok
```
